# Correlated BEEF-vdW Ensemble Uncertainties in Oxide Phase Diagrams: test program

```python
"""
Result under test: for an oxide phase boundary
    mu_ij = (E_j - E_i)/(x_j - x_i) - E_O2/2 = g.E
an energy ensemble with shared functional coefficients gives var = g^T C g.
Dropping the off-diagonal part of C (independent errors) changes boundary
widths, phase probabilities and the predicted set of stable phases.
Symbols: x = O atoms per metal atom; E = energy per metal atom (eV), or per
molecule for O2; C = covariance of E; d = formation energy per metal atom;
mu = oxygen chemical potential relative to half an O2 molecule (eV).
The solid energies and error modes are round model parameters. The O2 and O
calculations use the semilocal part of BEEF-vdW, without nonlocal correlation.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.stats import norm, multivariate_normal
from pyscf import gto, dft

rng = np.random.default_rng(7)
kB = sc.k / sc.e
hartree = sc.physical_constants["Hartree energy in eV"][0]

# ---------- BEEF-vdW exchange as a Legendre series ----------
N_LEG = 30
KF = (3 * np.pi**2) ** (1 / 3)
C_LDA = -0.75 * (3 / np.pi) ** (1 / 3)


def beef_enhancement(t):
    """Enhancement factor from libxc at density 1 bohr^-3."""
    s = np.sqrt(4 * (1 + t) / (1 - t))
    rho = np.zeros((4, len(t)))
    rho[0] = 1.0
    rho[1] = 2 * KF * s
    return dft.libxc.eval_xc("GGA_X_BEEFVDW", rho, spin=0)[0] / C_LDA


nodes, node_weights = legendre.leggauss(N_LEG)
F_nodes = beef_enhancement(nodes)
a_beef = (np.arange(N_LEG) + 0.5) * (
    (node_weights * F_nodes) @ legendre.legvander(nodes, N_LEG - 1))
t_test = np.linspace(-0.98, 0.98, 41)
assert np.max(abs(legendre.legval(t_test, a_beef)
                  - beef_enhancement(t_test))) < 1e-5


def run_scf(mol, delta_a0=0.0, tol=1e-10):
    """P_0 = 1, so a change of a_0 adds that fraction of LDA exchange."""
    mf = dft.UKS(mol)
    mf.xc = "GGA_XC_BEEFVDW"
    if delta_a0:
        mf.xc += " + %.4f*LDA_X" % delta_a0
    mf.grids.level = 3
    mf.conv_tol = tol
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def exchange_modes(mf):
    """Energy of each Legendre mode, and libxc exchange energy (hartree)."""
    ni, weights = mf._numint, mf.grids.weights
    ao = ni.eval_ao(mf.mol, mf.grids.coords, deriv=1)
    dm = mf.make_rdm1()
    spin_rho = [ni.eval_rho(mf.mol, ao, dm[k], xctype="GGA", hermi=1)
                for k in (0, 1)]
    modes = np.zeros(N_LEG)
    for rho in spin_rho:
        n = 2 * rho[0]
        keep = n > 1e-12
        n = n[keep]
        grad = 2 * np.linalg.norm(rho[1:4][:, keep], axis=0)
        s2 = (grad / (2 * KF * n ** (4 / 3))) ** 2
        t = 1 - 8 / (4 + s2)
        modes += 0.5 * ((weights[keep] * C_LDA * n ** (4 / 3))
                        @ legendre.legvander(t, N_LEG - 1))
    exc = dft.libxc.eval_xc("GGA_X_BEEFVDW", tuple(spin_rho), spin=1)[0]
    return modes, np.sum(weights * exc * (spin_rho[0][0] + spin_rho[1][0]))


bond_nm = 0.12
molecule = gto.M(atom="O 0 0 0; O 0 0 %.4f" % (10 * bond_nm),
                 basis="def2-svp", spin=2, verbose=0)
atom = gto.M(atom="O 0 0 0", basis="def2-svp", spin=2, verbose=0)
scf0 = run_scf(molecule)
X_mol, ex_libxc = exchange_modes(scf0)
ex_series = a_beef @ X_mol
assert abs(ex_series / ex_libxc - 1) < 1e-5
X_atoms = 2 * exchange_modes(run_scf(atom, tol=1e-8))[0]
da = 0.01
relax = [run_scf(molecule, f * da).e_tot - scf0.e_tot - f * da * X_mol[0]
         for f in (1, 2)]
assert relax[0] < 0 and abs(relax[1] / relax[0] - 4) < 0.4
mode_corr = (X_mol @ X_atoms
             / np.linalg.norm(X_mol) / np.linalg.norm(X_atoms))
cancel_ratio = (np.linalg.norm(X_mol - X_atoms)
                / np.hypot(np.linalg.norm(X_mol), np.linalg.norm(X_atoms)))
assert mode_corr > 0.95 and cancel_ratio < 0.3

# ---------- oxygen gas ----------
m_O2 = 32.0 * sc.atomic_mass
inertia = m_O2 / 4 * (bond_nm * 1e-9) ** 2
B_rot = sc.hbar**2 / (2 * inertia) / sc.e
vib_quantum = 0.20


def mu_oxygen(T, p):
    """Half the chemical potential of ideal triplet O2, eV; p in Pa."""
    wavelength = sc.h / np.sqrt(2 * np.pi * m_O2 * sc.k * T)
    q = (3 * sc.k * T / (p * wavelength**3) * kB * T / (2 * B_rot)
         / (1 - np.exp(-vib_quantum / (kB * T))))
    return -0.5 * kB * T * np.log(q)


T0, p0_torr = 900.0, 1e-4
p0 = p0_torr * sc.torr
mu0 = mu_oxygen(T0, p0)
box = 200e-9
n_box = np.arange(1, 150001, dtype=float)
q_line = np.exp(-sc.h**2 * n_box**2 / (8 * m_O2 * box**2 * sc.k * T0)).sum()
J = np.arange(1, 400, 2)
q_rot = ((2 * J + 1) * np.exp(-B_rot * J * (J + 1) / (kB * T0))).sum()
q_vib = np.exp(-vib_quantum * np.arange(200) / (kB * T0)).sum()
mu_sum = -0.5 * kB * T0 * np.log(
    3 * (q_line / box) ** 3 * sc.k * T0 / p0 * q_rot * q_vib)
assert abs(mu_sum - mu0) < 1e-4

# ---------- convex hull, tested against direct minimization ----------


def hull(x, energy):
    """Stable phases in order of oxygen content, and their boundaries."""
    path, bounds = [0], []
    while path[-1] < len(x) - 1:
        i = path[-1]
        slopes = (energy[i + 1:] - energy[i]) / (x[i + 1:] - x[i])
        k = int(np.argmin(slopes))
        bounds.append(slopes[k])
        path.append(i + 1 + k)
    return path, np.array(bounds)


for trial in range(40):
    x_r = np.sort(rng.uniform(0, 2, 7))
    e_r = rng.normal(size=7) + (x_r - 1.5) ** 2
    path_r, bounds_r = hull(x_r, e_r)
    for mu_r in rng.uniform(-15, 15, 100):
        winner = np.argmin(e_r - mu_r * x_r)
        assert winner == path_r[np.searchsorted(bounds_r, mu_r)]

# ---------- model ensemble: M, M2O, MO (per metal atom), O2 ----------
x = np.array([0.0, 0.5, 1.0])
E_mean = np.array([0.0, -0.85, -1.60, 0.0])
# columns: metal core, oxygen core, metallic bond, M-O bond, O-O bond
loadings = np.array([[1.00, 0.00, 0.10, 0.00, 0.00],
                     [1.00, 0.30, 0.02, 0.08, 0.00],
                     [1.00, 0.60, 0.00, 0.15, 0.00],
                     [0.00, 1.20, 0.00, 0.00, 0.30]])
C = loadings @ loadings.T
to_form = np.array([[-1, 1, 0, -x[1] / 2], [-1, 0, 1, -x[2] / 2]])
to_bound = np.array([[1 / x[1], 0],
                     [-1 / (x[2] - x[1]), 1 / (x[2] - x[1])]])
d_mean = to_form @ E_mean
mu_b = to_bound @ d_mean
width = mu_b[1] - mu_b[0]
C_form = to_form @ C @ to_form.T
treatments = {
    "correlated": C_form,
    "indep. total energies": to_form @ np.diag(np.diag(C)) @ to_form.T,
    "indep. formation energies": np.diag(np.diag(C_form))}


def boundary_stats(cov_d):
    cov_b = to_bound @ cov_d @ to_bound.T
    diff, mean = np.array([-1, 1]), np.array([0.5, 0.5])
    return (np.sqrt(np.diag(cov_b)), np.sqrt(diff @ cov_b @ diff),
            np.sqrt(mean @ cov_b @ mean), cov_b)


def phase_probabilities(cov_d):
    """Probability that each phase has the lowest grand potential at mu0."""
    omega = np.append(0.0, d_mean - mu0 * x[1:])
    cov = np.zeros((3, 3))
    cov[1:, 1:] = cov_d
    result = []
    for i in range(3):
        A = np.array([np.eye(3)[i] - np.eye(3)[j]
                      for j in range(3) if j != i])
        result.append(multivariate_normal.cdf(
            np.zeros(2), mean=A @ omega, cov=A @ cov @ A.T))
    return np.array(result)


N = 2000
members = E_mean + rng.normal(size=(N, loadings.shape[1])) @ loadings.T
shuffled = np.column_stack([rng.permutation(c) for c in members.T])
d_members = members @ to_form.T
d_shuffled = np.column_stack([rng.permutation(c) for c in d_members.T])
samples = dict(zip(treatments, (d_members, shuffled @ to_form.T, d_shuffled)))
table = {}
for name, cov_d in treatments.items():
    sig_b, sig_w, sig_m, cov_b = boundary_stats(cov_d)
    p_lost = norm.cdf(-width / sig_w)
    probs = phase_probabilities(cov_d)
    assert abs(probs.sum() - 1) < 1e-4
    lost, counts, pair_bounds, kept_widths = 0, np.zeros(3), [], []
    for d in samples[name]:
        path, bounds = hull(x, np.append(0.0, d))
        pair = np.array([d[0] / x[1], (d[1] - d[0]) / (x[2] - x[1])])
        pair_bounds.append(pair)
        if 1 in path:
            assert np.allclose(bounds, pair)
            kept_widths.append(bounds[1] - bounds[0])
        else:
            lost += 1
        counts[path[np.searchsorted(bounds, mu0)]] += 1
    sample_sig = np.std(pair_bounds, axis=0, ddof=1)
    # sampling error of a standard deviation is about 1.6 percent here
    assert np.all(abs(sample_sig / sig_b - 1) < 0.08)
    assert abs(lost / N - p_lost) < 5 * np.sqrt(p_lost * (1 - p_lost) / N)
    assert np.all(abs(counts / N - probs)
                  < 5 * np.sqrt(probs * (1 - probs) / N) + 1e-3)
    kept_mean = width + sig_w * norm.pdf(width / sig_w) / (1 - p_lost)
    assert abs(np.mean(kept_widths) - kept_mean) < 5 * sig_w / np.sqrt(N - lost)
    table[name] = (sig_b, sig_w, sig_m, p_lost, probs, sample_sig,
                   lost / N, kept_mean, cov_b)

sig_b, sig_w, sig_m, p_lost, _, _, _, _, cov_b = table["correlated"]
corr_b = cov_b[0, 1] / sig_b[0] / sig_b[1]
sig_w_naive = np.hypot(*sig_b)
sig_m_naive = 0.5 * sig_w_naive
assert sig_w < sig_w_naive and sig_m > sig_m_naive

# ---------- pressure and temperature boundaries ----------
p_b = p0 * np.exp(2 * (mu_b - mu0) / (kB * T0))
assert np.allclose([mu_oxygen(T0, p) for p in p_b], mu_b, atol=1e-9)
decades = 2 / (kB * T0 * np.log(10))
T_b = np.array([brentq(lambda T: mu_oxygen(T, p0) - m, 100, 3000)
                for m in mu_b])
slope = np.array([(mu_oxygen(T + 1, p0) - mu_oxygen(T - 1, p0)) / 2
                  for T in T_b])
sig_T = sig_b / abs(slope)
T_grid = np.linspace(50, 4000, 8000)
mu_members = d_members @ to_bound.T
for k in range(2):
    T_members = np.interp(-mu_members[:, k], -mu_oxygen(T_grid, p0), T_grid)
    low, high = np.quantile(T_members, norm.cdf([-1, 1]))
    assert abs((high - low) / 2 / sig_T[k] - 1) < 0.12

# ---------- sizes of neglected effects ----------


def vibration(quantum):
    """Free energy of three equal oscillators, eV."""
    return 3 * (quantum / 2
                + kB * T0 * np.log(1 - np.exp(-quantum / (kB * T0))))


phonon_M, phonon_M_oxide, phonon_O = 0.020, 0.018, 0.050
d_vib = (vibration(phonon_M_oxide) - vibration(phonon_M)
         + x[1:] * vibration(phonon_O))
shift_vib = to_bound @ d_vib
p_lost_vib = norm.cdf(-(width + shift_vib[1] - shift_vib[0]) / sig_w)
film_nm, gamma, oxygen_per_nm3 = 5.0, 1.0, 25.0
film_per_O = gamma / sc.e * 1e-18 / (oxygen_per_nm3 * film_nm)
shift_film = to_bound @ np.array([x[1] * film_per_O, 0.0])
p_lost_film = norm.cdf(-(width + shift_film[1] - shift_film[0]) / sig_w)
defect_eV = 1.0
defect_shift = kB * T0 * np.exp(-defect_eV / (kB * T0))
pv_shift = p0 / (oxygen_per_nm3 * 1e27) / sc.e

# ---------- output ----------
print("BEEF-vdW a_0, a_1: %.4f %.4f; F_x(s=0): %.4f"
      % (a_beef[0], a_beef[1], legendre.legval(-1.0, a_beef)))
print("O2 exchange, series / libxc: %.5f / %.5f hartree"
      % (ex_series, ex_libxc))
print("a_0 change %.2f: shift of O2 %.3f eV, of two O atoms %.3f eV"
      % (da, da * X_mol[0] * hartree, da * X_atoms[0] * hartree))
print("  shift of E(O2)-2E(O): %.4f eV"
      % (da * (X_mol[0] - X_atoms[0]) * hartree))
print("O2 relaxation error at a_0 change %.2f, %.2f: %.3f, %.3f meV"
      % (da, 2 * da, 1e3 * relax[0] * hartree, 1e3 * relax[1] * hartree))
print("Equal coefficient spreads: correlation of O2 and 2 O: %.6f" % mode_corr)
print("  sigma of E(O2)-2E(O), correlated/independent: %.4f" % cancel_ratio)
print("Gas: bond %.2f nm, vibration %.2f eV, rotation B %.4f meV"
      % (bond_nm, vib_quantum, 1e3 * B_rot))
print("Process: %.0f K, %.1e Torr, mu_O %.4f eV; level sum %.4f eV"
      % (T0, p0_torr, mu0, mu_sum))
print("Formation energies M2O, MO: %.2f, %.2f eV per metal atom"
      % tuple(d_mean))
print("Total-energy sigmas M, M2O, MO, O2: %.3f %.3f %.3f %.3f eV"
      % tuple(np.sqrt(np.diag(C))))
print("Formation sigmas M2O, MO: %.4f, %.4f eV; correlation %.4f"
      % (*np.sqrt(np.diag(C_form)),
         C_form[0, 1] / np.sqrt(C_form[0, 0] * C_form[1, 1])))
print("Boundaries M/M2O, M2O/MO: %.3f, %.3f eV; M2O width %.3f eV"
      % (*mu_b, width))
print("Ensemble members: %d" % N)
for name, row in table.items():
    print("[%s]" % name)
    print("  boundary sigmas: %.4f, %.4f eV; sampled %.4f, %.4f eV"
          % (*row[0], *row[5]))
    print("  sigma in log10(p): %.2f, %.2f decades" % tuple(decades * row[0]))
    print("  width sigma %.4f eV; mean width if M2O survives %.4f eV"
          % (row[1], row[7]))
    print("  M2O absent: %.2f %%; sampled %.2f %%"
          % (100 * row[3], 100 * row[6]))
    print("  probability of M, M2O, MO at process: %.2f, %.2f, %.2f %%"
          % tuple(100 * row[4]))
print("Correlation of the two boundaries: %.4f" % corr_b)
print("Independent boundaries: width sigma %.4f eV (true %.4f)"
      % (sig_w_naive, sig_w))
print("  sigma of boundary midpoint %.4f eV (true %.4f)"
      % (sig_m_naive, sig_m))
print("Boundary pressures at %.0f K: %.2e, %.2e Torr"
      % (T0, *(p_b / sc.torr)))
print("Boundary temperatures at %.1e Torr: %.0f, %.0f K" % (p0_torr, *T_b))
print("  correlated sigmas, first order: %.0f, %.0f K" % tuple(sig_T))
print("Phonons M, M in oxide, O: %.0f, %.0f, %.0f meV"
      % (1e3 * phonon_M, 1e3 * phonon_M_oxide, 1e3 * phonon_O))
print("  boundary shifts %.4f, %.4f eV; M2O absent %.2f %%"
      % (*shift_vib, 100 * p_lost_vib))
print("M2O film %.0f nm, excess %.1f J/m2, %.0f O/nm3"
      % (film_nm, gamma, oxygen_per_nm3))
print("  boundary shifts %.4f, %.4f eV; M2O absent %.2f %%"
      % (*shift_film, 100 * p_lost_film))
print("Defects (%.1f eV): shift scale %.1e eV" % (defect_eV, defect_shift))
print("Solid pressure-volume work per O: %.1e eV" % pv_shift)
print("success")
```

Output:

```
BEEF-vdW a_0, a_1: 1.5165 0.4414; F_x(s=0): 1.0336
O2 exchange, series / libxc: -17.00317 / -17.00317 hartree
a_0 change 0.01: shift of O2 -4.056 eV, of two O atoms -4.025 eV
  shift of E(O2)-2E(O): -0.0307 eV
O2 relaxation error at a_0 change 0.01, 0.02: -1.084, -4.339 meV
Equal coefficient spreads: correlation of O2 and 2 O: 0.999050
  sigma of E(O2)-2E(O), correlated/independent: 0.0327
Gas: bond 0.12 nm, vibration 0.20 eV, rotation B 0.1814 meV
Process: 900 K, 1.0e-04 Torr, mu_O -1.5870 eV; level sum -1.5870 eV
Formation energies M2O, MO: -0.85, -1.60 eV per metal atom
Total-energy sigmas M, M2O, MO, O2: 1.005 1.047 1.176 1.237 eV
Formation sigmas M2O, MO: 0.1357, 0.2345 eV; correlation 0.9817
Boundaries M/M2O, M2O/MO: -1.700, -1.500 eV; M2O width 0.200 eV
Ensemble members: 2000
[correlated]
  boundary sigmas: 0.2715, 0.2090 eV; sampled 0.2707, 0.2102 eV
  sigma in log10(p): 3.04, 2.34 decades
  width sigma 0.1217 eV; mean width if M2O survives 0.2132 eV
  M2O absent: 5.01 %; sampled 4.75 %
  probability of M, M2O, MO at process: 33.78, 32.47, 33.75 %
[indep. total energies]
  boundary sigmas: 2.9681, 3.2093 eV; sampled 2.9093, 3.1405 eV
  sigma in log10(p): 33.24, 35.94 decades
  width sigma 5.2076 eV; mean width if M2O survives 4.2286 eV
  M2O absent: 48.47 %; sampled 48.55 %
  probability of M, M2O, MO at process: 32.16, 33.22, 34.62 %
[indep. formation energies]
  boundary sigmas: 0.2715, 0.5419 eV; sampled 0.2707, 0.5356 eV
  sigma in log10(p): 3.04, 6.07 decades
  width sigma 0.7175 eV; mean width if M2O survives 0.6515 eV
  M2O absent: 39.02 %; sampled 38.50 %
  probability of M, M2O, MO at process: 16.18, 44.92, 38.90 %
Correlation of the two boundaries: 0.9039
Independent boundaries: width sigma 0.3426 eV (true 0.1217)
  sigma of boundary midpoint 0.1713 eV (true 0.2345)
Boundary pressures at 900 K: 5.43e-06, 9.43e-04 Torr
Boundary temperatures at 1.0e-04 Torr: 959, 855 K
  correlated sigmas, first order: 140, 109 K
Phonons M, M in oxide, O: 20, 18, 50 meV
  boundary shifts -0.1474, -0.0981 eV; M2O absent 2.02 %
M2O film 5 nm, excess 1.0 J/m2, 25 O/nm3
  boundary shifts 0.0499, -0.0499 eV; M2O absent 20.52 %
Defects (1.0 eV): shift scale 1.9e-07 eV
Solid pressure-volume work per O: 3.3e-12 eV
success
```
